# Static polarizabilities of sodium 3S1/2 and 3P3/2 from dipole elements: test program

```python
"""Static polarizabilities of sodium 3S1/2 and 3P3/2 from dipole elements.

Result under test (atomic units), S_J = sum |<k||D||3P3/2>|^2/(E_k-E):
  alpha(3S)     = sum f/(E_k-E)^2 + alpha_core
  alpha0(3P3/2) = (S_1/2 + S_3/2 + S_5/2)/6 + alpha_core
  alpha2(3P3/2) = -S_1/2/6 + 2 S_3/2/15 - S_5/2/30
Model: frozen Hartree-Fock core, plus a core-polarization potential and the
matching dressed dipole. R denotes radial dipole integrals. Fine structure
is zeta L.S on all p levels, with 3/2 zeta equal to the 3P splitting.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_6j
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
VOL = BOHR**3
CUTOFF = 0.72              # angstrom, empirical round parameter
SPLIT = 0.002              # eV, round fine-structure splitting of 3P
FIELD = 0.001              # V/angstrom, for the example shifts

# ---------- Gaussian basis, ion core and its response ----------
shells = [[l, [0.0025 * 2.2**k, 1.0]]
          for l, count in ((0, 20), (1, 15), (2, 10)) for k in range(count)]
ion = gto.M(atom="Na 0 0 0", basis={"Na": shells}, charge=1, spin=0, verbose=0)
atom = gto.M(atom="Na 0 0 0", basis={"Na": shells}, charge=0, spin=1, verbose=0)
core = scf.RHF(ion)
core.conv_tol, core.conv_tol_grad = 1e-10, 1e-6
core_energy = core.kernel()
assert core.converged
core_density = core.make_rdm1()
fock = core.get_fock(dm=core_density)
hcore = core.get_hcore()
overlap = ion.intor("int1e_ovlp")
z_matrix = ion.intor("int1e_r")[2]


def perturbed_core(perturbation):
    calc = scf.RHF(ion)
    calc._eri = core._eri
    calc.get_hcore = lambda *args: hcore + perturbation
    calc.conv_tol, calc.conv_tol_grad = 1e-10, 1e-6
    energy = calc.kernel(dm0=core_density)
    assert calc.converged
    return energy - core_energy, calc.make_rdm1()


weak = 0.005
shift, density = perturbed_core(weak * z_matrix)
alpha_core = -np.sum(density * z_matrix) / weak
assert abs(-2 * shift / weak**2 / alpha_core - 1) < 2e-3

# Core in a uniform field plus the field of an electron at distance 8 bohr.
# The neglected quadrupole response is below the 3 percent tolerance.
distance = 8.0
with ion.with_rinv_origin((0.0, 0.0, distance)):
    repulsion = ion.intor("int1e_rinv")
uniform = 1 / distance**2
shift, _ = perturbed_core(uniform * z_matrix + repulsion)
induced = shift - 10 / distance
predicted = -0.5 * alpha_core * (uniform + 1 / distance**2) ** 2
assert abs(induced / predicted - 1) < 0.03

# ---------- radial valence problem ----------
log_r = np.linspace(np.log(1e-5), np.log(150.0), 1600)
r = np.exp(log_r)
weight = r**3 * (log_r[1] - log_r[0])
points = np.column_stack([0 * r, 0 * r, r])
values = ion.eval_gto("GTOval_sph", points)
offsets = ion.ao_loc_nr()
index, radial = {}, {}
for l in range(3):
    members = [i for i in range(ion.nbas) if ion.bas_angular(i) == l]
    members.sort(key=lambda i: ion.bas_exp(i)[0])
    index[l] = np.array([offsets[i] + (0, 2, 2)[l] for i in members])
    radial[l] = values[:, index[l]].T / np.sqrt((2 * l + 1) / (4 * np.pi))
    numeric = (radial[l] * weight) @ radial[l].T
    assert np.allclose(numeric, overlap[np.ix_(index[l], index[l])], atol=1e-7)


def valence(hamiltonian, alpha_pot, alpha_dress, cutoff=CUTOFF, drop=0):
    """Energies for l=0,1,2 and radial integrals R[p,s], R[p,d]."""
    w2 = -np.expm1(-(r * BOHR / cutoff) ** 6)
    potential = -alpha_pot * w2 / (2 * r**4)
    dipole = r - alpha_dress * np.sqrt(w2) / r**2
    energy, orbital = [], []
    for l in range(3):
        u, ids = radial[l][drop:], index[l][drop:]
        block = np.ix_(ids, ids)
        h = hamiltonian[block] + (u * weight * potential) @ u.T
        e, c = eigh(h, overlap[block])
        energy.append(e)
        orbital.append(c.T @ u)
    to_s = (orbital[1] * weight * dipole) @ orbital[0].T
    to_d = (orbital[1] * weight * dipole) @ orbital[2].T
    return energy, to_s, to_d


def ground_terms(model, split):
    """Contributions of each np1/2 and np3/2 to the 3s polarizability."""
    (es, ep, _), to_s, _ = model
    zeta, r2 = 2 * split / 3, to_s[:, 2] ** 2
    return (2 / 9 * r2 / (ep - zeta - es[2]),
            4 / 9 * r2 / (ep + zeta / 2 - es[2]))


def excited_terms(model, split):
    """S terms of 3P3/2 for final J = 1/2, 3/2, 5/2."""
    (es, ep, ed), to_s, to_d = model
    level = ep[1] + split / 3
    s_part = to_s[1] ** 2 / (es - level)
    d_part = to_d[1] ** 2 / (ed - level)
    return 4 / 3 * s_part, 4 / 15 * d_part, 12 / 5 * d_part


def scalar_tensor(s12, s32, s52):
    return (s12 + s32 + s52) / 6, -s12 / 6 + 2 * s32 / 15 - s52 / 30


# Hydrogen in the same basis: exact polarizability 9/2.
hydrogen = ion.intor("int1e_kin") + ion.intor("int1e_nuc") / 11
(hs, hp, _), h_to_s, _ = valence(hydrogen, 0, 0)
alpha_h = 2 / 3 * np.sum(h_to_s[:, 0] ** 2 / (hp - hs[0]))
assert abs(alpha_h - 4.5) < 5e-3

# Line strengths in units of R^2 from the recoupling coefficient.
half = Rational(1, 2)
for l1, j1, l2, j2, expected in (
        (0, half, 1, half, Rational(2, 3)), (0, half, 1, 3 * half, Rational(4, 3)),
        (1, 3 * half, 0, half, Rational(4, 3)),
        (1, 3 * half, 2, 3 * half, Rational(4, 15)),
        (1, 3 * half, 2, 5 * half, Rational(12, 5))):
    six = wigner_6j(l1, j1, half, j2, l2, 1)
    strength = (2 * j1 + 1) * (2 * j2 + 1) * max(l1, l2) * six**2
    assert abs(float(strength - expected)) < 1e-12

# ---------- sodium results ----------
split = SPLIT / HARTREE
model = valence(fock, alpha_core, alpha_core)
(es, ep, ed), to_s, to_d = model
d1_terms, d2_terms = ground_terms(model, split)
alpha_valence = d1_terms.sum() + d2_terms.sum()
alpha_ground = alpha_valence + alpha_core
s_terms = excited_terms(model, split)
a0_valence, a2 = scalar_tensor(*[t.sum() for t in s_terms])
a0 = a0_valence + alpha_core
assert 155 < alpha_ground < 171

# Closed forms without fine structure, and size of its effect.
sum_s = np.sum(to_s[1] ** 2 / (es - ep[1]))
sum_d = np.sum(to_d[1] ** 2 / (ed - ep[1]))
a0_ls, a2_ls = scalar_tensor(*[t.sum() for t in excited_terms(model, 0)])
assert abs(a0_ls - (2 * sum_s / 9 + 4 * sum_d / 9)) < 1e-8 * abs(a0_ls)
assert abs(a2_ls + 2 * sum_s / 9 + 2 * sum_d / 45) < 1e-8 * abs(a0_ls)
g1, g2 = ground_terms(model, 0)
ground_change = alpha_valence / (g1.sum() + g2.sum()) - 1
d1_change = d1_terms[1] / g1[1] - 1
assert abs(ground_change) < 1e-5 < abs(d1_change)


# Finite-field diagonalization in uncoupled orbital and spin states.
def spectrum(twice_m, field):
    zeta = 2 * split / 3
    one = np.eye(len(ep))
    if twice_m == 3:
        coupling = field * to_d / np.sqrt(5)
        h = np.block([[np.diag(ep + zeta / 2), coupling],
                      [coupling.T, np.diag(ed)]])
        return np.linalg.eigvalsh(h)
    ns, n_p, nd = len(es), len(ep), len(ed)
    edges = np.cumsum([0, ns, n_p, n_p, nd, nd])
    s, p0, p1, d0, d1 = [slice(a, b) for a, b in zip(edges[:-1], edges[1:])]
    h = np.diag(np.concatenate([es, ep, ep - zeta / 2, ed, ed]))
    for a, b, part in ((p0, s, field * to_s / np.sqrt(3)),
                       (p0, d0, field * to_d * 2 / np.sqrt(15)),
                       (p1, d1, field * to_d / np.sqrt(5)),
                       (p0, p1, zeta / np.sqrt(2) * one)):
        h[a, b] = part
        h[b, a] = part.T
    return np.linalg.eigvalsh(h)


def curvature(twice_m, level, field=3e-5):
    free, bound = spectrum(twice_m, 0.0), spectrum(twice_m, field)
    start = free[np.argmin(abs(free - level))]
    end = bound[np.argmin(abs(bound - level))]
    return -2 * (end - start) / field**2


# Tolerance covers higher orders in the field and rounding of the levels.
level_p = ep[1] + split / 3
direct_s = curvature(1, es[2])
direct_32, direct_12 = curvature(3, level_p), curvature(1, level_p)
assert abs(direct_s / alpha_valence - 1) < 2e-3
assert abs(direct_32 / (a0_valence + a2) - 1) < 2e-3
assert abs(direct_12 / (a0_valence - a2) - 1) < 2e-3

# Loss of the most diffuse function of each symmetry must hardly matter.
small = valence(fock, alpha_core, alpha_core, drop=1)
b0, b2 = scalar_tensor(*[t.sum() for t in excited_terms(small, split)])
assert abs(b0 / a0_valence - 1) < 0.02 and abs(b2 / a2 - 1) < 0.02

# All-electron Hartree-Fock in a field against the additive scheme without
# the polarization potential; the schemes differ in core relaxation.
whole = scf.UHF(atom)
whole._eri = core._eri
probe = 5e-4
whole.get_hcore = lambda *args: hcore + probe * z_matrix
whole.conv_tol, whole.conv_tol_grad, whole.max_cycle = 1e-10, 1e-6, 80
c = core.mo_coeff
whole.kernel(dm0=np.array([c[:, :6] @ c[:, :6].T, c[:, :5] @ c[:, :5].T]))
assert whole.converged
alpha_uhf = -np.sum(whole.make_rdm1().sum(axis=0) * z_matrix) / probe
bare = valence(fock, 0, alpha_core)
alpha_bare = sum(t.sum() for t in ground_terms(bare, split)) + alpha_core
assert abs(alpha_bare / alpha_uhf - 1) < 0.03
assert es[2] < bare[0][0][2] and alpha_ground < alpha_bare

# ---------- printed numbers ----------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("e^2/(4 pi eps0)", HARTREE * BOHR, "eV angstrom")
show("hbar^2/m_e", HARTREE * BOHR**2, "eV angstrom^2")
show("input cutoff radius", CUTOFF, "angstrom", 2)
show("input 3P splitting", SPLIT, "eV")
show("core polarizability", alpha_core * VOL, "angstrom^3")
for name, e in (("3s", es[2]), ("3p mean", ep[1]), ("4s", es[3]), ("3d", ed[0])):
    show(f"binding energy {name}", -e * HARTREE, "eV")
show("R(3s,3p)", abs(to_s[1, 2]) * BOHR, "angstrom")
for name, factor, offset, terms in (("D1", 2 / 3, -2 / 3, d1_terms),
                                    ("D2", 4 / 3, 1 / 3, d2_terms)):
    gap = ep[1] - es[2] + offset * split
    show(f"{name} energy", gap * HARTREE, "eV")
    show(f"{name} reduced element / e",
         np.sqrt(factor) * abs(to_s[1, 2]) * BOHR, "angstrom")
    show(f"{name} oscillator strength", terms[1] * gap**2)
    show(f"{name} part of alpha(3s)", terms[1] * VOL, "angstrom^3")
show("higher np part of alpha(3s)",
     (d1_terms[2:].sum() + d2_terms[2:].sum()) * VOL, "angstrom^3")
show("blocking (2p) part of alpha(3s)",
     (d1_terms[0] + d2_terms[0]) * VOL, "angstrom^3", 5)
print(f"alpha(3s): {alpha_ground * VOL:.3f} angstrom^3 = {alpha_ground:.2f} a.u.")
print("3P3/2 table: level, E_k-E (eV), |element|/e (angstrom),"
      " parts of alpha0, alpha2 (angstrom^3)")
for name, e, kind, k, amount in (
        ("3s1/2", es[2], 0, 2, 4 / 3 * to_s[1, 2] ** 2),
        ("4s1/2", es[3], 0, 3, 4 / 3 * to_s[1, 3] ** 2),
        ("3d3/2", ed[0], 1, 0, 4 / 15 * to_d[1, 0] ** 2),
        ("3d5/2", ed[0], 2, 0, 12 / 5 * to_d[1, 0] ** 2)):
    part = [0.0, 0.0, 0.0]
    part[kind] = s_terms[kind][k]
    p0, p2 = scalar_tensor(*part)
    print(f"  {name}: {(e - level_p) * HARTREE:.4f}, {np.sqrt(amount) * BOHR:.4f},"
          f" {p0 * VOL:.4f}, {p2 * VOL:.4f}")
for name, part in (
        ("5s and above", (s_terms[0][4:].sum(), 0, 0)),
        ("blocking 1s,2s", (s_terms[0][:2].sum(), 0, 0)),
        ("4d and above", (0, s_terms[1][1:].sum(), s_terms[2][1:].sum()))):
    p0, p2 = scalar_tensor(*part)
    print(f"  {name}, parts only: {p0 * VOL:.4f}, {p2 * VOL:.4f}")
print(f"alpha0(3P3/2): {a0 * VOL:.3f} angstrom^3 = {a0:.2f} a.u.")
print(f"alpha2(3P3/2): {a2 * VOL:.3f} angstrom^3 = {a2:.2f} a.u.")
show("alpha(3P3/2, |M|=3/2)", (a0 + a2) * VOL, "angstrom^3", 3)
show("alpha(3P3/2, |M|=1/2)", (a0 - a2) * VOL, "angstrom^3", 3)
show("fine-structure change of alpha(3s)", ground_change * 1e6, "ppm", 3)
show("fine-structure change of D1 part", d1_change * 1e6, "ppm", 1)
show("fine-structure change of alpha0", (a0_valence - a0_ls) * VOL, "angstrom^3")
show("fine-structure change of alpha2", (a2 - a2_ls) * VOL, "angstrom^3")
for cut in (0.67, 0.77):
    other = valence(fock, alpha_core, alpha_core, cutoff=cut)
    total = sum(t.sum() for t in ground_terms(other, split)) + alpha_core
    o0, o2 = scalar_tensor(*[t.sum() for t in excited_terms(other, split)])
    print(f"cutoff {cut:.2f} angstrom: 3s binding {-other[0][0][2] * HARTREE:.4f} eV;"
          f" alpha(3s), alpha0, alpha2 = {total * VOL:.3f},"
          f" {(o0 + alpha_core) * VOL:.3f}, {o2 * VOL:.3f} angstrom^3")
show("3s binding without polarization potential", -bare[0][0][2] * HARTREE, "eV")
show("alpha(3s) without polarization potential", alpha_bare * VOL, "angstrom^3", 3)
show("alpha(3s) all-electron Hartree-Fock", alpha_uhf * VOL, "angstrom^3", 3)
show("basis check: change of alpha0", 100 * (b0 / a0_valence - 1), "percent")
show("basis check: change of alpha2", 100 * (b2 / a2 - 1), "percent")
show("hydrogen check, alpha (exact 9/2 a.u.)", alpha_h, "a.u.", 5)
show("example field", FIELD, "V/angstrom", 3)
for name, alpha in (("3s", alpha_ground), ("3P3/2 |M|=3/2", a0 + a2),
                    ("3P3/2 |M|=1/2", a0 - a2)):
    energy = -0.5 * alpha * VOL * FIELD**2 / (HARTREE * BOHR)
    print(f"Stark shift {name}: {energy:.4e} eV")
print("all tests passed")
```

It prints:

```
e^2/(4 pi eps0): 14.3996 eV angstrom
hbar^2/m_e: 7.6200 eV angstrom^2
input cutoff radius: 0.72 angstrom
input 3P splitting: 0.0020 eV
core polarizability: 0.1398 angstrom^3
binding energy 3s: 5.1290 eV
binding energy 3p mean: 3.0363 eV
binding energy 4s: 1.9451 eV
binding energy 3d: 1.5221 eV
R(3s,3p): 2.2909 angstrom
D1 energy: 2.0913 eV
D1 reduced element / e: 1.8705 angstrom
D1 oscillator strength: 0.3201
D1 part of alpha(3s): 8.0300 angstrom^3
D2 energy: 2.0933 eV
D2 reduced element / e: 2.6453 angstrom
D2 oscillator strength: 0.6408
D2 part of alpha(3s): 16.0446 angstrom^3
higher np part of alpha(3s): 0.1287 angstrom^3
blocking (2p) part of alpha(3s): -0.00294 angstrom^3
alpha(3s): 24.340 angstrom^3 = 164.26 a.u.
3P3/2 table: level, E_k-E (eV), |element|/e (angstrom), parts of alpha0, alpha2 (angstrom^3)
  3s1/2: -2.0933, 2.6453, -8.0223, 8.0223
  4s1/2: 1.0905, 2.6727, 15.7212, -15.7212
  3d3/2: 1.5135, 1.6077, 4.0986, 3.2789
  3d5/2: 1.5135, 4.8232, 36.8873, -7.3775
  5s and above, parts only: 0.6754, -0.6754
  blocking 1s,2s, parts only: -0.0000, 0.0000
  4d and above, parts only: 3.7524, -0.3752
alpha0(3P3/2): 53.252 angstrom^3 = 359.36 a.u.
alpha2(3P3/2): -12.848 angstrom^3 = -86.70 a.u.
alpha(3P3/2, |M|=3/2): 40.404 angstrom^3
alpha(3P3/2, |M|=1/2): 66.100 angstrom^3
fine-structure change of alpha(3s): 0.202 ppm
fine-structure change of D1 part: 637.6 ppm
fine-structure change of alpha0: 0.0314 angstrom^3
fine-structure change of alpha2: -0.0143 angstrom^3
cutoff 0.67 angstrom: 3s binding 5.1386 eV; alpha(3s), alpha0, alpha2 = 24.159, 53.148, -12.891 angstrom^3
cutoff 0.77 angstrom: 3s binding 5.1198 eV; alpha(3s), alpha0, alpha2 = 24.521, 53.310, -12.786 angstrom^3
3s binding without polarization potential: 4.9470 eV
alpha(3s) without polarization potential: 27.534 angstrom^3
alpha(3s) all-electron Hartree-Fock: 28.187 angstrom^3
basis check: change of alpha0: 0.0035 percent
basis check: change of alpha2: 0.0014 percent
hydrogen check, alpha (exact 9/2 a.u.): 4.49999 a.u.
example field: 0.001 V/angstrom
Stark shift 3s: -8.4516e-07 eV
Stark shift 3P3/2 |M|=3/2: -1.4030e-06 eV
Stark shift 3P3/2 |M|=1/2: -2.2952e-06 eV
all tests passed
```
